Why neighbouring hydroxyls condense first, and how many hydroxyls survive

**Question.** An oxide surface carries hydroxyl groups left by a water pulse. On heating in a dry atmosphere, hydroxyls that are hydrogen-bonded to a neighbour disappear first, while isolated ones remain. Why does this order arise, what part does the hydrogen bond play in it, and what fraction of the hydroxyls survives if they were placed at random?

**Answer.**

**Mechanism: one water molecule needs two hydroxyls**

The reaction is

2 OH(surface) → O(surface) + H₂O(gas).

An isolated OH has one hydrogen atom, and water needs two. In this channel it must therefore first meet a partner. Two adjacent hydroxyls can react where they stand. Other channels, such as release of H₂, are left out.

The model is a lattice on which each site has z neighbours. A site carries an OH or is bare. Every adjacent OH pair condenses at the same rate k, and both its sites then count as bare; the position of the oxygen left behind is not tracked. An OH hops to one given bare neighbour site at rate h. At the start, each site carries an OH with probability θ, independently of the others.

If h is much smaller than k, pairs react long before an isolated OH has moved. If h is much larger than k, a typical OH visits many surroundings before it reacts, and its initial surroundings cease to matter. The influence of the initial surroundings on the fate of an individual OH thus fades as migration becomes faster relative to condensation.

The numbers of bonded and isolated OH present at a given moment are a different matter. Even in a randomly mixed layer the bonded ones disappear first, because a falling coverage leaves fewer OH with a neighbour. On a square lattice with coverage c, there are c(1 − c)⁴ isolated OH per site. This number rises from 0.031 at c = 0.5 to a maximum of 0.082 at c = 0.2, and is still 0.073 at c = 0.125. Between c = 0.5 and c = 0.125, the number of OH with a neighbour falls from 0.469 to 0.052. The observed order alone therefore does not prove slow migration. What slow migration adds is a lasting residue of isolated OH.

The role of the initial surroundings can be checked on a square lattice with θ = 0.5 by stopping a simulation when half of the OH have gone. With h/k = 0.01, the surviving fraction is 0.986 among the initially isolated OH and 0.468 among those that had a neighbour. With h/k = 100, the two fractions are 0.532 and 0.498. The early advantage of neighbours has nearly vanished. The run does not show whether the small remaining gap is sampling scatter or a residual memory of the start.

No hydrogen-bond energy enters these simulations, yet the initially isolated OH outlast the others when migration is slow. Adjacency is sufficient to produce this order, and the hydrogen bond serves as a marker of adjacency. The bond may change k, since it stabilises the reactants and also influences the path of the proton. A change of k that is common to all pairs alters the time scale, but not the final number of survivors, as the formula below shows. This holds only if every pair has the same k. If bonds to further OH neighbours slow a pair down or speed it up, the order in which pairs react changes, and so does the number of survivors. For example, if each further bond slows the pair by exp[−w/(RT)] with a bond energy w = 10 kJ/mol at 600 K, the surviving fraction on a square lattice at θ = 0.5 drops from about a quarter to slightly below a fifth. The formulas below assume a single k. On a real oxide, adjacent OH also need not be hydrogen-bonded, so the marker is not perfect.

**Thermodynamics does not favour the neighbours**

Let ΔH be the enthalpy of water release from a neighbour pair, and let w > 0 be the energy that binds this pair. Bringing two separated OH together changes the enthalpy by −w, and condensation then adds ΔH. Enthalpy is a state function, so release from separated OH costs

ΔH_sep = ΔH − w.

This is less than ΔH. Apart from differences in entropy, separated hydroxyls therefore have the stronger drive to leave as water. In this model, where all sites are equivalent, they survive because they lack a path, not because they are more stable. On a real oxide, sites can also differ in how strongly they bind OH and how readily it reacts, which can affect the order as well.

**Why counting isolated hydroxyls is not enough**

An OH has no neighbour at the start if all z surrounding sites are bare:

f_iso = (1 − θ)^z.

Without migration, all of these survive. But there are further survivors. In a row of three OH, one end pair reacts and the third OH is left alone. It had a neighbour at first, but that neighbour reacted with another OH. Such an OH will be called stranded. Hence f_iso is a lower bound on the surviving fraction S when h = 0, and the stranded OH must be found from the kinetics.

**Formula: random pairing without migration**

Set h = 0, neglect the return of water, and write τ = kt. Take first an infinite lattice without closed loops, a tree. Let E_n(τ) be the probability that all n sites of a given connected set still carry OH. At the start E_n = θⁿ.

A connected set of n sites on a tree has n − 1 internal bonds. Its sites have nz bond ends in all, of which 2(n − 1) belong to internal bonds. The number of bonds leading outwards is therefore

nz − 2(n − 1) = n(z − 2) + 2.

The full set is destroyed in two ways. Any internal pair may react, which gives the loss (n − 1)E_n. Or a member may react with an outside neighbour, which requires that this neighbour also carries an OH; the probability of that larger full set is E_{n+1}. No process creates OH, so there is no gain term:

dE_n/dτ = −(n − 1)E_n − [n(z − 2) + 2]E_{n+1}.

The coefficients and the starting values depend on n and not on the shape of the set, which justifies the single label n.

Each equation contains the next unknown. To close the chain, try

E_n = E₁ gⁿ⁻¹.

Here g = E₂/E₁ is the probability that a given neighbour of a surviving OH also carries an OH. For n = 1 the equation gives

dE₁/dτ = −zE₂ = −z g E₁.

For general n, insert the trial form and divide by E_n. A prime denotes d/dτ:

E₁′/E₁ + (n − 1)g′/g = −(n − 1) − [n(z − 2) + 2]g.

Replace E₁′/E₁ by −zg and move it to the right:

(n − 1)g′/g = −(n − 1) − [n(z − 2) + 2 − z]g.

The bracket equals (n − 1)(z − 2). For n > 1 the factor n − 1 cancels, and what remains is the same equation for every n:

g′ = −g − (z − 2)g², with g(0) = θ.

The trial form also matches the starting values, because E₁ = θ and g = θ give E_n = θⁿ. It therefore solves the whole chain.

To find g, set u = 1/g. Then

u′ = −g′/g² = 1/g + (z − 2) = u + (z − 2).

The quantity u + z − 2 equals its own derivative, so it grows as e^τ from its initial value 1/θ + z − 2:

u = (1/θ + z − 2)e^τ − (z − 2).

Invert this and multiply numerator and denominator by θe^(−τ):

g = θe^(−τ)/D, D = 1 + (z − 2)θ(1 − e^(−τ)).

Since D′ = (z − 2)θe^(−τ), for z > 2 we have g = D′/[(z − 2)D]. The surviving fraction is S = E₁/θ. It obeys S′/S = −zg and S(0) = 1, and D(0) = 1, so

ln S = −[z/(z − 2)] ln D,

S(τ) = [1 + (z − 2)θ(1 − e^(−τ))]^(−z/(z − 2)).

When all pairs have reacted, e^(−τ) → 0 and

S = [1 + (z − 2)θ]^(−z/(z − 2)).

The rate k has dropped out. On a tree the result is exact for random initial placement. In simulations on random networks with z = 4, where short loops are rare, the final fraction is 0.247 for θ = 0.5 and 0.111 for θ = 1; the formula gives 0.250 and 0.111.

**The chain as a separate case**

For z = 2 the equation for g is g′ = −g, so g = θe^(−τ). Integrating S′/S = −2g gives

S(τ) = exp[−2θ(1 − e^(−τ))], with final value e^(−2θ).

This can be confirmed without rate equations. Let M_n be the mean number of survivors from a run of n OH, with M₀ = 0 and M₁ = 1. The first reaction is equally likely at each of the n − 1 pairs. It leaves two independent runs of lengths i and n − 2 − i, where i runs from 0 to n − 2. Both runs contribute equally to the average, so

M_n = [2/(n − 1)] Σ_{i=0}^{n−2} M_i.

A run of length n begins at a given site with probability θⁿ(1 − θ)², since both its ends must be bounded by bare sites. Dividing the mean number of survivors per site by θ gives

S = Σ_{n≥1} (1 − θ)²θⁿ⁻¹M_n.

At θ = 0.5 this sum gives 0.367879, which agrees with e^(−1) to all printed digits.

**Dilute layers and full layers**

For small θ, expand the final formula with a = z/(z − 2) and ε = (z − 2)θ:

(1 + ε)^(−a) = 1 − aε + a(a + 1)ε²/2 + …

Here aε = zθ. In the next term, a(a + 1)(z − 2)² = z(2z − 2). Thus

S = 1 − zθ + z(z − 1)θ² + …,

f_iso = 1 − zθ + z(z − 1)θ²/2 + …

The linear terms agree because a lone pair leaves no survivor. The difference, z(z − 1)θ²/2, comes from connected triples. An OH is the centre of a triple with probability z(z − 1)θ²/2 and an end of one with probability z(z − 1)θ², to this order. The sum is 3z(z − 1)θ²/2. One OH in three survives, which gives the difference found.

At θ = 1 the two counts part completely. No OH is isolated at the start, so f_iso = 0, but for z = 4 the tree formula gives S = 3^(−2) = 0.111. Every survivor is stranded.

A real square lattice has closed loops, so there the tree formula is an approximation. At θ = 1 the simulated value is 0.093, and the formula is too high by about 20 % of that value. At θ = 0.5 the simulation gives 0.255 against 0.250, a difference of about 2 %.

**When hydroxyls migrate**

Suppose that h is much larger than k and that the OH neither attract nor repel each other. The layer then stays close to randomly mixed until it becomes very dilute. Let c be the current coverage. Each OH then has zc OH neighbours on average and is removed at rate k by each of these pairs:

dc/dt = −zkc².

Hence d(1/c)/dt = zk, and integration from c = θ gives 1/c = 1/θ + zτ. With S = c/θ,

S = 1/(1 + zθτ).

There is no plateau. At very low coverage, partners must first find each other by diffusion, and the decay becomes slower than this formula predicts, especially on a chain. For z = 4 and θ = 0.5, half of the OH are gone at τ = 1/(zθ) = 0.5; the simulation with h/k = 100 gives 0.496.

Slow migration also removes the plateau in the end. With h/k = 0.01, the simulated surviving fraction has fallen to 0.031 at τ = 500, when ht = 5. The final surviving fraction for immobile OH thus describes a window of time: long compared with 1/k, but short compared with the time of the first hop, which is about 1/(4h) for an isolated OH on a square lattice.

**What equilibrium would leave**

To see whether the survivors are trapped, compare them with a mobile layer in equilibrium with water vapour at pressure p. First neglect attraction between OH. The configurational entropy per mole of sites is

S_conf = −R[θ ln θ + (1 − θ) ln(1 − θ)].

The derivative of −TS_conf with respect to θ is RT ln[θ/(1 − θ)]. This is the configurational part of the free energy needed to turn a bare site into an OH site. Release of one water molecule removes two OH, so at the equilibrium coverage θ_eq

ΔH − TΔS + RT ln(p/p°) − 2RT ln[θ_eq/(1 − θ_eq)] = 0,

where ΔS is the entropy of release without the configurational part and p° is the standard pressure. With K = exp[−(ΔH − TΔS)/(RT)],

[θ_eq/(1 − θ_eq)]² = (p/p°)/K.

The same relation fixes the rate k_up at which a bare pair takes up water. In equilibrium, condensation and uptake balance on each bond, kθ_eq² = k_up(1 − θ_eq)², so

k_up = k(p/p°)/K.

**Number: a model surface at 600 K**

Take a square lattice, z = 4, with θ = 0.5 and 8.0 × 10¹⁸ sites per m². These and the following values are round model parameters and describe no particular oxide. The barriers are 140 kJ/mol for condensation and 200 kJ/mol for migration, both with prefactor 10¹³ s⁻¹. The surface is held at 600 K for 2.0 s, where RT = 4.989 kJ/mol:

k = 10¹³ s⁻¹ × exp(−140/4.989) = 6.49 s⁻¹,

h = 10¹³ s⁻¹ × exp(−200/4.989) = 3.88 × 10⁻⁵ s⁻¹.

During the hold kt = 12.98, so the pair reactions are practically complete. An isolated OH makes on average 4ht = 3.1 × 10⁻⁴ hops, and its mean time to the first hop is 6444 s. The hold lies well inside the window.

The time of half conversion follows from S = D^(−2) = 1/2, hence D = √2. With θ = 0.5, D = 2 − e^(−τ), so e^(−τ) = 2 − √2 and τ = 0.535. Division by k gives 0.082 s.

The return of water must also be slow. For ΔH = 120 kJ/mol, ΔS = 150 J/(mol K) and p = 0.01 Pa, with p° = 10⁵ Pa,

K = exp[−(120 − 90)/4.989] = 2.45 × 10⁻³,

(p/p°)/K = 10⁻⁷/(2.45 × 10⁻³) = 4.09 × 10⁻⁵.

This gives k_up = 2.65 × 10⁻⁴ s⁻¹, or 5.3 × 10⁻⁴ events per bare pair during the hold. A square lattice has two bonds per site, so there are at most about 10⁻³ events per site, far fewer than the survivors found next.

The initially isolated fraction is

f_iso = 0.5⁴ = 0.0625,

whereas the full surviving fraction is

S = (1 + 2 × 0.5)^(−2) = 0.25.

Counting isolated OH alone would miss three quarters of the survivors. The square-lattice simulation shows the same division: 0.063 initially isolated and 0.192 stranded. The surviving coverage is 0.5 × 0.25 = 0.125, and the surviving density is

0.125 × 8.0 × 10¹⁸ m⁻² = 1.0 × 10¹⁸ m⁻² = 1.0 nm⁻².

Equilibrium would leave far less. The square root of 4.09 × 10⁻⁵ is 6.40 × 10⁻³, so θ_eq = 0.0064, about one twentieth of the surviving coverage. The remaining OH are kinetically trapped.

A pair attraction w = 10 kJ/mol at fixed ΔH strengthens this conclusion. Release from separated OH then costs 110 kJ/mol, and K for separated OH is larger by exp[w/(RT)]. In the dilute limit the coverage falls by the square root of this factor, to 6.40 × 10⁻³ × exp(−10/9.977) = 0.0023. Bound pairs add about 4 × 4.09 × 10⁻⁵ = 0.00016. Full enumeration of a small 4 × 4 lattice with periodic edges gives 0.0025.

**Where the prediction changes**

The number 0.25 depends on random placement. Attraction during preparation gathers OH into clusters, and repulsion spreads them out. The derivation covers a simple class of such layers: if the initial probabilities on a tree are E_n = θg₀ⁿ⁻¹, the same equations hold with g(0) = g₀, and the final fraction becomes

S = [1 + (z − 2)g₀]^(−z/(z − 2)).

Here g₀ is the initial probability that a given neighbour of an OH is also an OH. Clustering means g₀ > θ and fewer survivors; avoidance means g₀ < θ and more. Within this class, g₀ alone decides the surviving fraction. In other layers, correlations over more than two sites count as well. If the OH sit in separate pairs surrounded by bare sites, each OH reacts with its partner and none survives, although the formula with g₀ = 1/z would predict survivors. Water that splits onto adjacent sites at low coverage, without later spreading of the OH, comes close to this case. The effect persists at higher coverage: if OH are laid down in adjacent pairs at random up to θ = 0.5 on a square lattice, only about 0.14 of them survive, fewer than both the value 0.25 for independent placement and the prediction from g₀. The value 0.25 therefore applies to a layer made by a water pulse only if the OH have been randomised before heating.

A longer hold changes the number too. Hops become important after thousands of seconds in this example, but water uptake acts sooner. It can displace a survivor without a hop: water forms two OH beside it, the survivor condenses with the nearer one, and the farther one remains. For one bare pair, 1/k_up is about 3800 s. An isolated survivor in bare surroundings, however, has four neighbour sites with three further bonds each, so uptake on any of twelve pairs puts an OH beside it. In half of these events the survivor reacts, which gives a mean time of about 1/(6k_up), or roughly 630 s. Both processes let trapped hydroxyls find partners, and the layer then moves towards its much lower equilibrium coverage. The numerical output below gives the individual comparisons.

Numbers as computed

```
Chain, theta=0.5: recursion 0.367879, formula 0.367879
Random graph z=3, theta=0.5: simulated S 0.2981, formula 0.2963
Random graph z=4, theta=0.5: simulated S 0.2472, formula 0.2500
Random graph z=6, theta=0.5: simulated S 0.1929, formula 0.1925
Random graph z=4, theta=1.0: simulated S 0.1114, formula 0.1111
Square lattice theta=0.1: simulated S 0.6918, tree formula 0.6944
  initially isolated 0.6529, stranded 0.0390
Square lattice theta=0.5: simulated S 0.2552, tree formula 0.2500
  initially isolated 0.0633, stranded 0.1919
Square lattice theta=1.0: simulated S 0.0927, tree formula 0.1111
  initially isolated 0.0000, stranded 0.0927
Survival at half conversion (initially isolated, neighboured):
  slow migration h/k=0.01: 0.986, 0.468
  fast migration h/k=100: 0.532, 0.498
Fast-migration half time k*t: simulated 0.496, mixed formula 0.500
Slow migration h/k=0.01 at k*t=500: total S 0.0308
Ring equilibrium coverage, uptake/release ratio 0.64: master equation 0.444444, formula 0.444444
Example initial coverage: 0.5
Site density: 8.00e+18 m^-2
Temperature: 600 K; hold time: 2.0 s
Water pressure: 0.01 Pa; standard: 1e+05 Pa
Prefactor: 1.0e+13 s^-1
Condensation barrier: 140 kJ/mol
Migration barrier: 200 kJ/mol
Water-release enthalpy: 120 kJ/mol
Water-release entropy: 150 J/(mol K)
Hydrogen-bond energy w: 10 kJ/mol
Release enthalpy from separated OH: 110 kJ/mol
RT: 4.9887 kJ/mol
Condensation rate k: 6.489 s^-1; k*hold: 12.98
Half-conversion time, no migration: 0.0824 s
Hop rate h per direction: 3.880e-05 s^-1; h/k: 5.98e-06
Hops per isolated OH during hold: 3.10e-04
Mean time to first hop of an isolated OH: 6444 s
Equilibrium constant K: 2.445e-03; (p/p0)/K: 4.090e-05
Water uptake rate per bare pair: 2.654e-04 s^-1; events in hold: 5.31e-04
Initially isolated fraction, formula: 0.0625
Surviving fraction after hold, tree formula: 0.2500
Surviving coverage, tree formula: 0.1250
Surviving OH density, tree formula: 1.000e+18 m^-2 = 1.000 nm^-2
Surviving OH density, square simulation: 1.021e+18 m^-2
Equilibrium coverage without OH attraction: 0.00635
Equilibrium coverage with w, 4x4 lattice: 0.00249
```
